# Maximum efficiency and efficiency at maximum power from the Onsager matrix

## First half: from a single energy to the Onsager matrix

### An engine that uses one energy

Two large electron reservoirs are joined by a conductor that lets electrons pass at one energy $\varepsilon$ and at no other. The hot reservoir has temperature $T_h=T+\Delta T/2$ and chemical potential $\mu_h=\Delta\mu/2$. The cold one has $T_c=T-\Delta T/2$ and $\mu_c=-\Delta\mu/2$. Energies are thus measured from the mean chemical potential, and both differences are "hot minus cold", with $\Delta T>0$. The chemical potentials include the electrostatic energy, so that $\Delta\mu$ is what a voltmeter senses, apart from the factor $-e$ for the electron charge. For now $\varepsilon>0$.

An electron that leaves the hot reservoir removes the energy $\varepsilon$. Since heat is the change of energy less the chemical work, $dQ=dU-\mu\,dN$, it removes the heat $\varepsilon-\mu_h$. On arrival it delivers the heat $\varepsilon-\mu_c$ to the cold reservoir. The difference is

$$(\varepsilon-\mu_h)-(\varepsilon-\mu_c)=\mu_c-\mu_h=-\Delta\mu .$$

If $\Delta\mu<0$, the electron has been lifted to a higher chemical potential. An external load can take the energy $-\Delta\mu$ from it and hand it back to the hot reservoir at $\mu_h$. This is the work done per electron.

The net flow depends on the occupations of the two reservoirs at the energy $\varepsilon$. They are Fermi functions of $(\varepsilon-\mu_j)/(k_BT_j)$, so the flow stops when these two ratios are equal:

$$\frac{\varepsilon-\Delta\mu/2}{T+\Delta T/2}=\frac{\varepsilon+\Delta\mu/2}{T-\Delta T/2}.$$

Cross-multiplication gives

$$\varepsilon T-\tfrac12\varepsilon\Delta T-\tfrac12T\Delta\mu+\tfrac14\Delta\mu\Delta T
=\varepsilon T+\tfrac12\varepsilon\Delta T+\tfrac12T\Delta\mu+\tfrac14\Delta\mu\Delta T .$$

The first and last terms cancel, which leaves $\Delta\mu_{\rm stop}=-\varepsilon\,\Delta T/T$. Close to this bias the work per unit of heat drawn is

$$\frac{-\Delta\mu_{\rm stop}}{\varepsilon-\Delta\mu_{\rm stop}/2}
=\frac{\Delta T/T}{1+\Delta T/(2T)}=\frac{\Delta T}{T_h}.$$

This is the Carnot efficiency. The engine reaches it where the current vanishes, and there it delivers no power.

### How the current depends on the load

To see what happens away from the stopping point, let both biases be small. Write the particle current from hot to cold as $J=\nu(f_h-f_c)$, where $\nu>0$ is a constant rate. The argument of the Fermi function, $u=(\varepsilon-\mu_j)/(k_BT_j)$, differs between the reservoirs by

$$u_h-u_c\simeq-\frac{\Delta\mu}{k_BT}-\frac{\varepsilon\,\Delta T}{k_BT^2}.$$

For $f=1/(e^u+1)$ the derivative is $df/du=-f(1-f)$. Therefore

$$J=g\left(\Delta\mu+\varepsilon\frac{\Delta T}{T}\right),\qquad
g=\frac{\nu f_0(1-f_0)}{k_BT}>0 ,$$

where $f_0$ is the occupation without bias. The current vanishes at the stopping bias found above.

Measure the bias as a fraction $x$ of its stopping value, $\Delta\mu=-x\,\varepsilon\Delta T/T$. Then

$$J=g\varepsilon\frac{\Delta T}{T}(1-x),\qquad
P=-J\Delta\mu=g\varepsilon^2\left(\frac{\Delta T}{T}\right)^2x(1-x).$$

The power $P$ is of second order in the biases. To obtain the efficiency $\eta=P/J_h$ to its leading, first order, the heat current $J_h$ out of the hot reservoir is needed to first order only. There $(\varepsilon-\mu_h)J$ may be replaced by $\varepsilon J$, and

$$\eta=\frac{-J\Delta\mu}{\varepsilon J}=x\,\frac{\Delta T}{T}=x\,\eta_C .$$

From here on $\eta_C$ stands for $\Delta T/T$, which agrees with $\Delta T/T_h$ to leading order. The power is largest at $x=1/2$, and the efficiency there is $\eta_C/2$. The efficiency itself grows up to $x=1$.

### A heat leak

Real conductors also pass heat that does no work, for example through lattice vibrations. Let this leak be $K\Delta T$, independent of the bias $\Delta\mu$. It leaves the power unchanged and adds to the heat drawn:

$$J_h=\varepsilon J+K\Delta T
=g\varepsilon^2\frac{\Delta T}{T}\left[(1-x)+\frac{KT}{g\varepsilon^2}\right].$$

With the dimensionless number $z=g\varepsilon^2/(KT)$, the ratio of power to heat becomes

$$\frac{\eta}{\eta_C}=\frac{x(1-x)}{(1-x)+1/z}=\frac{z\,x(1-x)}{1+z(1-x)}.$$

For $K\to0$, that is $z\to\infty$ at a fixed $x<1$, the previous result $\eta=x\eta_C$ returns. For any finite $z$ the efficiency now vanishes at $x=1$ as well as at $x=0$: when the current stops, the leak continues. The best efficiency therefore lies at some intermediate load.

A general conductor passes electrons over a range of energies, so no single $\varepsilon$ describes it. It has to be seen whether two numbers like $z$ and $x$ still suffice.

### Entropy production selects the forces

In the steady state, particles and energy are conserved. Let $J_E$ be the energy current from hot to cold. The heat leaving the hot side and the heat entering the cold side are

$$J_h=J_E-\mu_hJ,\qquad J_c=J_E-\mu_cJ=J_h+J\Delta\mu .$$

The power delivered is their difference, $P=J_h-J_c=-J\Delta\mu$, as in the single-energy case. The entropy of the reservoirs grows at the rate

$$\dot S=\frac{J_c}{T_c}-\frac{J_h}{T_h}
=J_h\left(\frac1{T_c}-\frac1{T_h}\right)+\frac{J\Delta\mu}{T_c}.$$

The bracket equals $\Delta T/(T^2-\Delta T^2/4)$. To second order in the biases, with the currents themselves of first order,

$$\dot S=JX_1+J_hX_2,\qquad X_1=\frac{\Delta\mu}{T},\qquad X_2=\frac{\Delta T}{T^2}.$$

These are the forces that belong to the currents $J$ and $J_h$.

For the single energy without a leak, $J_h=\varepsilon J$, and hence

$$\dot S=\frac JT\left(\Delta\mu+\varepsilon\frac{\Delta T}{T}\right)=\frac{J^2}{gT}.$$

This is never negative and vanishes at the stopping bias, in agreement with the Carnot efficiency found there.

### The matrix and its symmetry

For small forces the currents of any conductor with a regular response are linear:

$$J=L_{11}X_1+L_{12}X_2,\qquad J_h=L_{21}X_1+L_{22}X_2 .$$

Onsager's relation states that $L_{12}=L_{21}$ if the microscopic dynamics is symmetric under time reversal. For a general, interacting conductor this is taken here as an assumption. For a coherent conductor without interactions it can be read off directly.

Such a conductor is described by a transmission $\tau(E)$, which is the probability that an electron of energy $E$ passes. With two spin directions, the Landauer currents are

$$J=\frac2h\int\tau(E)\,(f_h-f_c)\,dE,\qquad
J_h=\frac2h\int\tau(E)\,(E-\mu_h)(f_h-f_c)\,dE .$$

The expansion of the Fermi functions is the one already made, with $E$ in place of $\varepsilon$:

$$f_h-f_c=F(E)\left(\Delta\mu+E\frac{\Delta T}{T}\right)=T\,F(E)\,(X_1+EX_2),$$

$$F(E)=-\frac{df_0}{dE}=\frac{f_0(1-f_0)}{k_BT}.$$

In $J_h$ the factor $E-\mu_h$ may again be replaced by $E$. Define the moments

$$M_n=\frac2h\int\tau(E)\,E^n\,F(E)\,dE .$$

Then $L_{11}=TM_0$, $L_{12}=TM_1$, $L_{21}=TM_1$ and $L_{22}=TM_2$. The two off-diagonal coefficients agree for a simple reason. In $L_{12}$ the factor $E$ measures how strongly a temperature difference drives electrons of that energy. In $L_{21}$ it measures the heat that each of them carries.

A parallel phonon leak $K_{\rm ph}\Delta T=K_{\rm ph}T^2X_2$ adds $K_{\rm ph}T^2$ to $L_{22}$ and leaves the symmetry intact.

### What the second law demands

Insert the linear laws with $L_{12}=L_{21}$ into the entropy production and complete the square, for $L_{11}>0$:

$$\dot S=L_{11}X_1^2+2L_{12}X_1X_2+L_{22}X_2^2
=L_{11}\left(X_1+\frac{L_{12}}{L_{11}}X_2\right)^2+\frac{D}{L_{11}}X_2^2,$$

where $D=L_{11}L_{22}-L_{12}^2$ is the determinant. The first bracket equals $J/L_{11}$, so it can be brought to zero by stopping the current. What then remains must not be negative, hence $D\ge0$. The second term is the dissipation that no choice of load can remove.

For the coherent conductor this remainder has a plain meaning. Use $\tau F$, normalized to one, as a weight for averages over energy. Then $\langle E\rangle=M_1/M_0$ and $\langle E^2\rangle=M_2/M_0$ without the leak. Including the leak,

$$D=T^2(M_0M_2-M_1^2)+T^3M_0K_{\rm ph}
=T^2M_0^2\left[\langle E^2\rangle-\langle E\rangle^2+\frac{K_{\rm ph}T}{M_0}\right].$$

The determinant thus collects two losses: the spread of the energies at which electrons pass, and the leak. In the single-energy engine without a leak both are absent and $D=0$.

### Measured coefficients and the figure of merit

The matrix can be expressed by three quantities that are measured separately.

**Conductance.** At $\Delta T=0$ the electric current from hot to cold is $I=-eJ$, and the voltage difference follows from $\Delta\mu=-e\,\Delta V$. Therefore

$$I=-e\,\frac{L_{11}}{T}\,\Delta\mu=\frac{e^2L_{11}}{T}\,\Delta V,\qquad G=\frac{e^2L_{11}}{T}.$$

**Seebeck coefficient.** At $J=0$ the forces obey $X_1=-L_{12}X_2/L_{11}$, which means $\Delta\mu/\Delta T=-L_{12}/(TL_{11})$. With the convention $S=-\Delta V/\Delta T=\Delta\mu/(e\Delta T)$,

$$S=-\frac{L_{12}}{eTL_{11}}.$$

Its sign is opposite to that of $L_{12}$. For the coherent conductor $L_{12}/L_{11}=\langle E\rangle$, so $S$ is negative when the mean transport energy $\langle E\rangle$ lies above the mean chemical potential.

**Heat conductance.** This is also defined at $J=0$. The heat current is then

$$J_h=\left(L_{22}-\frac{L_{12}^2}{L_{11}}\right)X_2=\frac{D}{L_{11}}\frac{\Delta T}{T^2},\qquad
K=\frac{D}{T^2L_{11}}.$$

All mechanisms are included, the phonon leak among them.

The dimensionless combination of the three is

$$ZT=\frac{GS^2T}{K}
=\frac{e^2L_{11}}{T}\cdot\frac{L_{12}^2}{e^2T^2L_{11}^2}\cdot T\cdot\frac{T^2L_{11}}{D}
=\frac{L_{12}^2}{D}.$$

All powers of $e$, $T$ and $L_{11}$ cancel. Because $D\ge0$, the second law allows every value $ZT\ge0$ and sets no upper limit.

For the coherent conductor, division of $L_{12}^2=T^2M_1^2$ by the expression for $D$ gives

$$ZT=\frac{\langle E\rangle^2}{\langle E^2\rangle-\langle E\rangle^2+K_{\rm ph}T/M_0}.$$

For a single energy the spread vanishes, $M_0=g$, and $ZT=g\varepsilon^2/(K_{\rm ph}T)$. This is the number $z$ of the simple engine. In a coherent conductor $g$ cannot be chosen freely: since $\tau\le1$, $M_0$ shrinks with the width of the energy window, so at a fixed leak $ZT$ goes to zero as the window closes, and the best width is finite. For the resonant level treated below, $ZT$ is 1.26, 1.43 and 0.22 at widths of 30, 10 and 1 meV. If the electrons pass symmetrically above and below the mean chemical potential, $\langle E\rangle=0$ and $ZT=0$: the conductor carries heat but cannot work as an engine.

There is also a direct reading of $1+ZT$. From $L_{11}L_{22}=D+L_{12}^2=D(1+ZT)$ it follows that

$$\frac{L_{22}}{T^2}=K(1+ZT).$$

The left side is the heat conductance at $\Delta\mu=0$, with the current flowing freely. Hence $1+ZT$ is the ratio of the heat drawn at short circuit to the heat drawn at open circuit.

## Second half: choosing the load

### Symbols and results carried over

The particle current $J$ and the heat current $J_h$ leave the hot reservoir. They respond to $X_1=\Delta\mu/T$ and $X_2=\Delta T/T^2$ through a matrix with $L_{12}=L_{21}$, $L_{11}>0$ and determinant $D>0$. Differences are hot minus cold, $T$ is the mean temperature, and $\eta_C=\Delta T/T$. The power is $P=-J\Delta\mu$ and the efficiency is $\eta=P/J_h$. The measured coefficients are $G=e^2L_{11}/T$, $S=-L_{12}/(eTL_{11})$ and $K=D/(T^2L_{11})$, and they give $ZT=L_{12}^2/D$. A conductor with one transport energy and a heat leak had $\eta/\eta_C=z\,x(1-x)/[1+z(1-x)]$, where $x$ is the bias as a fraction of its stopping value and $z$ is that conductor's $ZT$.

### The general engine has the same load curve

Keep $\Delta T$ fixed and let the load set $\Delta\mu$. The current stops at $X_1=-L_{12}X_2/L_{11}$, so put

$$X_1=-x\,\frac{L_{12}}{L_{11}}X_2 .$$

The current and the power follow, with $\Delta\mu=TX_1$:

$$J=L_{12}X_2(1-x),\qquad P=-TX_1J=T\,\frac{L_{12}^2}{L_{11}}\,X_2^2\,x(1-x).$$

The power is positive for $0<x<1$ and for either sign of $L_{12}$. For $x<0$ or $x>1$ it is negative, and the conductor consumes work.

The heat current is

$$J_h=L_{12}X_1+L_{22}X_2=\frac{X_2}{L_{11}}\left(L_{11}L_{22}-xL_{12}^2\right).$$

Insert $L_{12}^2=D\,ZT$ and $L_{11}L_{22}=D(1+ZT)$, and then $D/L_{11}=KT^2$:

$$J_h=\frac{DX_2}{L_{11}}\left[1+ZT-x\,ZT\right]=K\Delta T\left[1+ZT(1-x)\right].$$

In the same way, with $K\,ZT=GS^2T$,

$$P=T\cdot KT^2\,ZT\cdot\frac{\Delta T^2}{T^4}\,x(1-x)=GS^2\Delta T^2\,x(1-x).$$

The quotient is

$$\frac{\eta}{\eta_C}=\frac{ZT\,x(1-x)}{1+ZT(1-x)}.$$

This is the curve of the single-energy engine. To leading order the spread of energies acts like an additional heat leak, and both enter through $K$.

The fraction $x$ is easily related to a load resistance $R_L$. At the stopping bias the voltage has the magnitude $V_0=|S|\Delta T$. At fraction $x$ the load carries the voltage $xV_0$ and the current $GV_0(1-x)$. Ohm's law for the load then gives

$$GR_L=\frac{x}{1-x}.$$

### Maximum power

The product $x(1-x)$ has the derivative $1-2x$ and is largest at $x=1/2$. Therefore

$$P_{\max}=\tfrac14GS^2\Delta T^2,\qquad GR_L=1,$$

and the load curve at $x=1/2$ gives

$$\eta(P_{\max})=\eta_C\,\frac{ZT/4}{1+ZT/2}=\frac{\eta_C\,ZT}{2(ZT+2)}.$$

For $ZT\to\infty$ this tends to $\eta_C/2$, the value found for the single energy without a leak.

### Maximum efficiency

Let $y=1-x$ and, to shorten the formulas, $z=ZT$. The function to be maximized is $r(y)=z\,y(1-y)/(1+zy)$. Its derivative is

$$r'(y)=z\,\frac{(1-2y)(1+zy)-z\,y(1-y)}{(1+zy)^2}.$$

Expansion of the numerator after the factor $z$ gives

$$1+zy-2y-2zy^2-zy+zy^2=1-2y-zy^2 .$$

The stationary points obey $zy^2+2y-1=0$. With $s=\sqrt{1+z}$ the roots are $y=(-1\pm s)/z$. The lower sign gives a negative $y$, outside the engine range. For the upper sign use $z=s^2-1=(s-1)(s+1)$:

$$y=\frac{s-1}{(s-1)(s+1)}=\frac1{1+s},\qquad x=\frac{s}{1+s}.$$

Since $r$ vanishes at $y=0$ and $y=1$ and is positive between them, this one stationary point is the maximum. To evaluate it, note that

$$y(1-y)=\frac{s}{(1+s)^2},\qquad 1+zy=1+(s-1)=s .$$

Hence

$$\frac{\eta_{\max}}{\eta_C}=(s-1)(s+1)\cdot\frac{s}{(1+s)^2}\cdot\frac1s=\frac{s-1}{s+1},$$

which is

$$\eta_{\max}=\eta_C\,\frac{\sqrt{1+ZT}-1}{\sqrt{1+ZT}+1}.$$

The matching load has $GR_L=x/(1-x)=\sqrt{1+ZT}$. It is larger than the load for maximum power. A smaller current gives up some power, but it also reduces the heat that the electrons carry.

### Comparing the two operating points

The power at maximum efficiency, relative to $P_{\max}$, is

$$\frac{P(\eta_{\max})}{P_{\max}}=4x(1-x)=\frac{4s}{(1+s)^2}.$$

The ratio of the two efficiencies follows from $\eta(P_{\max})/\eta_C=(s^2-1)/[2(s^2+1)]$:

$$\frac{\eta(P_{\max})}{\eta_{\max}}=\frac{(s+1)^2}{2(s^2+1)}=1-\frac{(s-1)^2}{2(s^2+1)}.$$

For small $ZT$ one has $s-1\simeq ZT/2$, so the relative difference is about $(ZT)^2/16$. Both efficiencies then start as $\eta_C\,ZT/4$, and the choice between the two loads hardly matters. For large $ZT$ the maximum efficiency approaches $\eta_C$, while the power there falls as $4/\sqrt{ZT}$ of $P_{\max}$.

Numerical maximization of $P$ and of $P/J_h$ over the load, for symmetric matrices of chosen $ZT$, gives these values:

| $ZT$ | $\eta_{\max}/\eta_C$ | $\eta(P_{\max})/\eta_C$ | $P(\eta_{\max})/P_{\max}$ |
|---|---|---|---|
| 0.1 | 0.0238 | 0.0238 | 0.999 |
| 1 | 0.172 | 0.167 | 0.971 |
| 3 | 0.333 | 0.300 | 0.889 |
| 10 | 0.537 | 0.417 | 0.712 |
| 100 | 0.819 | 0.490 | 0.329 |

The row $ZT=3$ can be followed by hand: $s=2$, and the three formulas give $1/3$, $3/10$ and $8/9$.

### A resonant level

Take a model conductor with one broadened level,

$$\tau(E)=\frac{(\Gamma/2)^2}{(E-\varepsilon_0)^2+(\Gamma/2)^2},$$

with $\varepsilon_0=60$ meV, $\Gamma=10$ meV, $T=300$ K and a phonon leak of 20 pW/K. These are round model parameters. Summation of the moments $M_n$ on a fine energy grid gives

$$L_{11}=7.407\times10^{15}\ \frac{\rm K}{\rm eV\,s},\quad
L_{12}=3.884\times10^{14}\ \frac{\rm K}{\rm s},\quad
L_{22}=3.462\times10^{13}\ \frac{\rm eV\,K}{\rm s}.$$

The mean transport energy $L_{12}/L_{11}$ is 52.4 meV. It lies below the level because $F(E)$ favours the lower-energy side of the resonance. Division by $-eT$ gives $S=-175\ \mu$V/K. The other coefficients are $G=3.96\ \mu$S and $K=25.4$ pW/K, of which 5.4 pW/K is electronic. The figure of merit is

$$ZT=\frac{(3.956\times10^{-6})(174.8\times10^{-6})^2(300)}{25.37\times10^{-12}}=1.43 .$$

Hence $s=\sqrt{2.429}=1.559$, and

$$\frac{\eta_{\max}}{\eta_C}=\frac{0.559}{2.559}=0.218,\qquad
\frac{\eta(P_{\max})}{\eta_C}=\frac{1.429}{2\times3.429}=0.208 .$$

The best efficiency occurs at $x=0.609$, where the power is still 95 % of its maximum.

For $\Delta T=3$ K, $\eta_C$ is 1 %, so the two efficiencies are 0.218 % and 0.208 %. The current stops at $\Delta\mu=eS\Delta T=-0.524$ meV, which is small compared with $k_BT=25.9$ meV. The maximum power and the heat drawn there are

$$P_{\max}=\tfrac14(3.956\times10^{-6})(174.8\times10^{-6})^2(3)^2\ {\rm W}=0.272\ {\rm pW},$$

$$J_h=K\Delta T\left(1+\tfrac12ZT\right)=25.37\times3\times1.715\ {\rm pW}=130.5\ {\rm pW}.$$

Their quotient is again 0.208 %.

### How far linear response reaches

For this model the Landauer currents can be used without expanding the Fermi functions. The transmission is kept independent of the bias. A root search finds the stopping bias, and a numerical search over the load finds the two maxima. Relative to the full Carnot value $\Delta T/T_h$ the results are:

| $\Delta T$ (K) | $\eta_{\max}T_h/\Delta T$ | $\eta(P_{\max})T_h/\Delta T$ |
|---|---|---|
| 1 | 0.2186 | 0.2086 |
| 3 | 0.2192 | 0.2092 |
| 30 | 0.2268 | 0.2166 |
| 60 | 0.2352 | 0.2248 |

Linear extrapolation to $\Delta T=0$ from the values at 1 K and 0.5 K gives 0.2183 and 0.2084, the linear-response results.

The slow rise can be derived. Reversing both biases exchanges $f_h$ and $f_c$. Therefore $J$ and the mean heat current $\bar J=(J_h+J_c)/2$ are odd in the biases, and $P$ is even. Since $J_h-J_c=P$, the heat drawn is $J_h=\bar J+P/2$. Let $\delta=\Delta T/T$. At a fixed ratio $\Delta\mu/\Delta T$, the quotient $P/\bar J$ is odd in $\delta$, so it equals $r\delta$ up to terms of order $\delta^3$, where $r$ is the linear-response value of $\eta/\eta_C$. Then

$$\eta=\frac{P/\bar J}{1+P/(2\bar J)}\simeq\frac{r\delta}{1+r\delta/2},\qquad
\frac{\Delta T}{T_h}=\frac{\delta}{1+\delta/2},$$

and the ratio is

$$\eta\,\frac{T_h}{\Delta T}\simeq r\,\frac{1+\delta/2}{1+r\delta/2}\simeq r\left[1+\tfrac12(1-r)\delta\right].$$

The same parity shows that the ratios $\Delta\mu/\Delta T$ at the two optima shift only at order $\delta^2$, so the estimate applies to both. At $\Delta T=30$ K, with $r=0.2183$, it gives $0.2183\times(1+0.782\times0.05)=0.2268$, which agrees with the table up to the neglected terms of order $\delta^2$. These terms show at $\Delta T=60$ K, where the estimate gives $0.2183\times(1+0.782\times0.1)=0.2354$ against the tabulated 0.2352. The efficiency itself falls slightly below $r\,\Delta T/T$, by the relative amount $r\delta/2$, which is about 1 % at $\Delta T=30$ K and about 2 % at $\Delta T=60$ K. The parity argument needs a transmission that stays fixed relative to the mean chemical potential. In a real junction the level can move with the bias, and this changes the correction at the same order $\delta$. If the level follows the hot reservoir, $\varepsilon_0+\Delta\mu/2$, the entry 0.2352 at 60 K becomes 0.2333; if it follows the cold one, $\varepsilon_0-\Delta\mu/2$, it becomes 0.2361.

### Resistance to heat at the contacts

So far $\Delta T$ has been the difference across the conductor. Suppose that heat must also cross a contact of thermal resistance $R$, with negligible electrical resistance and Seebeck coefficient. If $X_2^{\rm tot}$ belongs to the total temperature difference, then $X_2=X_2^{\rm tot}-\rho J_h$ with $\rho=R/T^2$. Solving the second linear law for $J_h$ gives

$$J_h=\frac{L_{12}X_1+L_{22}X_2^{\rm tot}}{N},\qquad N=1+\rho L_{22}.$$

Insertion into $J=L_{11}X_1+L_{12}(X_2^{\rm tot}-\rho J_h)$ gives the new coefficients

$$L_{11}'=L_{11}-\frac{\rho L_{12}^2}{N}=\frac{L_{11}+\rho D}{N},\qquad
L_{12}'=L_{12}\left(1-\frac{\rho L_{22}}{N}\right)=\frac{L_{12}}{N}.$$

The heat law shows $L_{21}'=L_{12}/N$ and $L_{22}'=L_{22}/N$, so the matrix stays symmetric. Its determinant is

$$D'=\frac{L_{11}L_{22}+\rho DL_{22}-L_{12}^2}{N^2}=\frac{D(1+\rho L_{22})}{N^2}=\frac DN .$$

Both efficiency formulas therefore still hold for the total temperature difference, with

$$(ZT)'=\frac{L_{12}^2/N^2}{D/N}=\frac{ZT}{N}=\frac{ZT}{1+RK(1+ZT)} .$$

For $R\to0$ the original value returns. A poor contact lowers the efficiency even though the conductor is unchanged.

### When the matrix is not symmetric

If time-reversal symmetry is broken, for instance by a magnetic field, $L_{12}$ and $L_{21}$ may differ. A field alone is not enough. For the coherent two-terminal conductor, current conservation makes the transmission equal in both directions, so $L_{12}=L_{21}=TM_1$ holds in any field. A difference needs something in addition, such as inelastic scattering, which can be modelled by a third terminal that draws no net particle or heat current. Take both positive, and let $D=L_{11}L_{22}-L_{12}L_{21}>0$ and $w=L_{12}L_{21}/D$. The current still stops at $X_1=-L_{12}X_2/L_{11}$, and the power keeps its form. With $L_{12}^2=(L_{12}/L_{21})\,wD$ and $L_{11}L_{22}=D(1+w)$,

$$P=T\,\frac{L_{12}}{L_{21}}\,\frac{wD}{L_{11}}\,X_2^2\,x(1-x),\qquad
J_h=\frac{DX_2}{L_{11}}\left[1+w(1-x)\right],$$

$$\frac{\eta}{\eta_C}=\frac{L_{12}}{L_{21}}\cdot\frac{w\,x(1-x)}{1+w(1-x)} .$$

The dependence on $x$ is the old one with $w$ in place of $ZT$. Both final formulas thus hold after this replacement and multiplication by $L_{12}/L_{21}$. For $L_{12}=L_{21}$ they return to their earlier form.

As an example, in units where $T=1$, let $L_{11}=1$, $L_{12}=1.2$, $L_{21}=0.6$ and $L_{22}=2$. The entropy production is now $\dot S=L_{11}X_1^2+(L_{12}+L_{21})X_1X_2+L_{22}X_2^2$. Completing the square as before, with $(L_{12}+L_{21})/2$ in place of $L_{12}$, leaves the coefficient $L_{22}-(L_{12}+L_{21})^2/(4L_{11})$ of $X_2^2$, which must not be negative. The second law is therefore respected, since $4L_{11}L_{22}=8$ exceeds $(L_{12}+L_{21})^2=3.24$. Here $D=1.28$, $w=0.5625$ and $\sqrt{1+w}=1.25$, so

$$\frac{\eta_{\max}}{\eta_C}=2\times\frac{0.25}{2.25}=0.222,\qquad
\frac{\eta(P_{\max})}{\eta_C}=2\times\frac{0.5625}{2\times2.5625}=0.220 .$$

The measured combination $GS^2T/K$ would be $L_{12}^2/D=1.125$. Put into the symmetric formula, it would give 0.186 for the maximum. Without the symmetry, $G$, $S$ and $K$ for one direction of the field no longer determine the efficiency, because they do not contain $L_{21}$ separately.

Numbers in the example were calculated in double precision.
